# Exchange with a full subshell and the spherical Fock operator: a numerical check

```python
"""
Result under test: exchange with a subshell l' that is full for one spin is
    K (R Y_lm) = Y_lm * R'(r) * sum_k c(l,k,l') * Y^k[R' R](r),
    c(l,k,l') = (2l'+1) * (l k l'; 0 0 0)^2   (squared 3j symbol),
    Y^k[f](r) = integral of r_<^k / r_>^(k+1) f(s) s^2 ds,
where R' is the radial function of the full subshell and R that of the
orbital acted on. K therefore keeps l and m and does not depend on m.
G^k(a,b) = integral of R_a R_b Y^k[R_a R_b] r^2 dr; F^0 is the direct integral.
Example: phosphorus atom, quartet, UHF/cc-pVTZ. Hartree atomic units.
"""
import math
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.special import eval_legendre, lpmv
from sympy.physics.wigner import clebsch_gordan, wigner_3j
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def coefficient(l, k, lp):
    return (2 * lp + 1) * wigner_3j(l, k, lp, 0, 0, 0) ** 2


def harmonic(l, m, cos_theta, phi):
    """Complex spherical harmonic with the Condon-Shortley phase."""
    a = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - a) / math.factorial(l + a))
    y = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1) ** a * np.conj(y)


# ---------- angular identities, each against its definition ----------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phis = 2 * math.pi * np.arange(24) / 24
ct = np.repeat(nodes, 24)
ph = np.tile(phis, 12)
weight = np.repeat(node_weights, 24) * 2 * math.pi / 24
Y = {l: np.array([harmonic(l, m, ct, ph) for m in range(-l, l + 1)])
     for l in range(7)}

angular_error = 0.0
for l in range(4):
    for lp in range(4):
        for k in range(7):
            gaunt = np.einsum("ap,qp,bp,p->aqb", Y[l].conj(), Y[k], Y[lp],
                              weight, optimize=True)
            matrix = 4 * math.pi / (2 * k + 1) * np.einsum(
                "aqb,cqb->ac", gaunt, gaunt.conj())
            expected = float(coefficient(l, k, lp)) * np.eye(2 * l + 1)
            angular_error = max(angular_error, abs(matrix - expected).max())
assert angular_error < 1e-11

c1, p1, c2, p2 = 0.31, 0.8, -0.57, 2.3
cos_gamma = c1 * c2 + math.sqrt((1 - c1**2) * (1 - c2**2)) * math.cos(p1 - p2)
for l in range(4):
    total = sum(harmonic(l, m, c1, p1) * np.conj(harmonic(l, m, c2, p2))
                for m in range(-l, l + 1))
    assert abs(total - (2 * l + 1) / (4 * math.pi)
               * eval_legendre(l, cos_gamma)) < 1e-12

ra, rb = 0.7, 1.9
series = sum(ra**k / rb**(k + 1) * eval_legendre(k, cos_gamma)
             for k in range(60))
assert abs(series - 1 / math.sqrt(ra**2 + rb**2 - 2*ra*rb*cos_gamma)) < 1e-12

for k in range(4):
    for lp in range(3):
        product = eval_legendre(k, 0.37) * eval_legendre(lp, 0.37)
        expansion = sum((2*L + 1) * float(wigner_3j(k, lp, L, 0, 0, 0)**2)
                        * eval_legendre(L, 0.37)
                        for L in range(abs(k - lp), k + lp + 1))
        assert abs(product - expansion) < 1e-12

# two harmonics of one direction, coupled to L, M, give a multiple of Y_LM
for k, lp in ((2, 1), (2, 2)):
    for L in range(abs(k - lp), k + lp + 1):
        for M in range(-L, L + 1):
            coupled = sum(float(clebsch_gordan(k, lp, L, q, M - q, M))
                          * harmonic(k, q, c1, p1)
                          * harmonic(lp, M - q, c1, p1)
                          for q in range(-k, k + 1) if abs(M - q) <= lp)
            factor = (math.sqrt((2*k + 1) * (2*lp + 1)
                                / (4 * math.pi * (2*L + 1)))
                      * float(clebsch_gordan(k, lp, L, 0, 0, 0)))
            assert abs(coupled - factor * harmonic(L, M, c1, p1)) < 1e-12

# projection of a Legendre polynomial of the mutual angle on a harmonic
cg_grid = c1 * ct + np.sqrt((1 - c1**2) * (1 - ct**2)) * np.cos(p1 - ph)
for L in range(4):
    for l in range(4):
        for m in range(-l, l + 1):
            value = np.sum(weight * eval_legendre(L, cg_grid) * Y[l][m + l])
            target = (4 * math.pi / (2*L + 1) * harmonic(l, m, c1, p1)
                      if L == l else 0.0)
            assert abs(value - target) < 1e-12

# ---------- phosphorus atom from Gaussian integrals ----------
mol = gto.M(atom="P 0 0 0", basis="cc-pvtz", spin=3, verbose=0)
mf = scf.UHF(mol)
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-6
mf.max_cycle = 100
mf.kernel()
assert mf.converged
eri = mol.intor("int2e")
hcore = mf.get_hcore()


def direct_matrix(dm):
    return np.einsum("ijkl,kl->ij", eri, dm, optimize=True)


def exchange_matrix(dm):
    return np.einsum("ijkl,jk->il", eri, dm, optimize=True)


# basis functions sorted as index[l][radial number, component]
index = {}
start = 0
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    for _ in range(mol.bas_nctr(shell)):
        index.setdefault(l, []).append(list(range(start, start + 2*l + 1)))
        start += 2 * l + 1
index = {l: np.array(rows) for l, rows in index.items()}
assert start == mol.nao and max(index) == 3


def zero_component(l):
    return 2 if l == 1 else l      # p functions are ordered x, y, z


def spread_over_components(blocks):
    """Full matrix that is diagonal in l and m and independent of m."""
    full = np.zeros((mol.nao, mol.nao))
    for l, block in blocks.items():
        for component in range(2 * l + 1):
            rows = index[l][:, component]
            full[np.ix_(rows, rows)] = block
    return full


def nonspherical_part(matrix):
    blocks = {}
    for l, rows in index.items():
        blocks[l] = np.mean([matrix[np.ix_(rows[:, c], rows[:, c])]
                             for c in range(2 * l + 1)], axis=0)
    return abs(matrix - spread_over_components(blocks)).max()


# radial functions on a logarithmic grid, read off along the z axis
x = np.linspace(-14.0, math.log(30.0), 6001)
r = np.exp(x)
step = x[1] - x[0]
points = np.column_stack([0 * r, 0 * r, r])
ao = mol.eval_gto("GTOval_sph", points)
radial = {l: ao[:, rows[:, zero_component(l)]]
          / math.sqrt((2 * l + 1) / (4 * math.pi))
          for l, rows in index.items()}


def radial_potential(k, pair):
    inner = CubicSpline(x, pair * (r**(k + 3))[:, None]).antiderivative()(x)
    outer = CubicSpline(x, pair * (r**(2 - k))[:, None]).antiderivative()(x)
    return (inner / (r**(k + 1))[:, None]
            + (outer[-1] - outer) * (r**k)[:, None])


def radial_integral(k, left, right):
    return left.T @ (radial_potential(k, right) * (step * r**3)[:, None])


def slater(k, left, right):
    return radial_integral(k, left[:, None], right[:, None])[0, 0]


columns = {"1s": [0], "2s": [1], "2p": [2, 3, 4], "3s": [5], "3p": [6, 7, 8]}
shells = {}
for spin, names in ((0, ["1s", "2s", "2p", "3s", "3p"]),
                    (1, ["1s", "2s", "2p", "3s"])):
    for name in names:
        orbitals = mf.mo_coeff[spin][:, columns[name]]
        dm = orbitals @ orbitals.T
        l = 0 if name[1] == "s" else 1
        rows = index[l][:, zero_component(l)]
        block = dm[np.ix_(rows, rows)]
        j = int(np.argmax(np.diag(block)))
        coef = block[:, j] / math.sqrt(block[j, j])
        shells[spin, name] = dict(l=l, dm=dm, coef=coef, R=radial[l] @ coef)

exchange_error = direct_error = closed_nonspherical = 0.0
for data in shells.values():
    lp, R = data["l"], data["R"]
    K_blocks, J_blocks = {}, {}
    for l in index:
        pair = radial[l] * R[:, None]
        K_blocks[l] = sum(float(coefficient(l, k, lp))
                          * radial_integral(k, pair, pair)
                          for k in range(abs(l - lp), l + lp + 1, 2))
        potential = (2*lp + 1) * radial_potential(0, (R * R)[:, None])
        J_blocks[l] = radial[l].T @ (radial[l] * potential
                                     * (step * r**3)[:, None])
    K = exchange_matrix(data["dm"])
    J = direct_matrix(data["dm"])
    exchange_error = max(exchange_error,
                         abs(K - spread_over_components(K_blocks)).max())
    direct_error = max(direct_error,
                       abs(J - spread_over_components(J_blocks)).max())
    closed_nonspherical = max(closed_nonspherical, nonspherical_part(K))
assert exchange_error < 1e-6 and direct_error < 1e-6
assert closed_nonspherical < 1e-6

density = [sum(d["dm"] for (s, _), d in shells.items() if s == spin)
           for spin in (0, 1)]
J_total = direct_matrix(density[0] + density[1])
fock = [hcore + J_total - exchange_matrix(density[s]) for s in (0, 1)]
fock_nonspherical = max(nonspherical_part(f) for f in fock)
assert fock_nonspherical < 1e-6

print("Phosphorus atom, quartet, UHF/cc-pVTZ")
print(f"basis functions: {mol.nao}; total energy: {mf.e_tot:.6f} hartree")
print("Coefficients (2l'+1)(l k l';000)^2 for a full p subshell (l'=1):")
for l in range(4):
    text = ", ".join(f"k={k}: {coefficient(l, k, 1)}"
                     for k in range(abs(l - 1), l + 2, 2))
    print(f"  l={l}: {text}")
print(f"largest angular quadrature error: {angular_error:.1e}")
print("Largest differences, Gaussian integrals vs radial formula:")
print(f"  exchange {exchange_error:.1e}, direct {direct_error:.1e} hartree")
print(f"nonspherical part of both Fock matrices: "
      f"{fock_nonspherical:.1e} hartree")

# ---------- exchange and orbital energy of one alpha 3p electron ----------
R3p = shells[0, "3p"]["R"]
print("Exchange of an alpha 3p electron with the full alpha subshells:")
print("  shell  k  coefficient  G^k (hartree)  product (hartree)")
K3p = 0.0
shell_sum = {}
for name in columns:
    data = shells[0, name]
    lp = data["l"]
    shell_sum[name] = 0.0
    for k in range(abs(1 - lp), 2 + lp, 2):
        G = slater(k, R3p * data["R"], R3p * data["R"])
        part = float(coefficient(1, k, lp)) * G
        shell_sum[name] += part
        print(f"  {name}     {k}  {str(coefficient(1, k, lp)):>5}"
              f"        {G:.6f}       {part:.6f}")
    K3p += shell_sum[name]
print(f"  sum for 2p: {shell_sum['2p']:.6f}; "
      f"for 3p: {shell_sum['3p']:.6f} hartree")
J3p = sum((2*d["l"] + 1) * slater(0, R3p * R3p, d["R"] * d["R"])
          for d in shells.values())
orbital = mf.mo_coeff[0][:, 8]
h3p = orbital @ hcore @ orbital
energy = h3p + J3p - K3p
scf_energy = mf.mo_energy[0][8]
assert abs(energy - scf_energy) < 1e-5   # limited by SCF convergence
print(f"one-electron part of alpha 3p: {h3p:.6f} hartree")
print(f"direct part, all 15 electrons: {J3p:.6f} hartree")
print(f"exchange part, subtracted: {K3p:.6f} hartree = {K3p*EV:.4f} eV")
print(f"orbital energy from these parts: {energy:.6f} hartree "
      f"= {energy*EV:.4f} eV")
print(f"orbital energy from the SCF: {scf_energy:.6f} hartree")

# ---------- spin splitting of 3s ----------
e_up, e_down = mf.mo_energy[0][5], mf.mo_energy[1][5]
R3s = shells[0, "3s"]["R"]
G1 = slater(1, R3s * R3p, R3s * R3p)
v3s = mf.mo_coeff[0][:, 5]
first_order = v3s @ (fock[1] - fock[0]) @ v3s
assert 0.5 < G1 / (e_down - e_up) < 1.5
print(f"3s energies: alpha {e_up:.6f}, beta {e_down:.6f} hartree")
print(f"3s splitting: {e_down-e_up:.6f} hartree = {(e_down-e_up)*EV:.4f} eV")
print(f"beta minus alpha Fock element in alpha 3s: {first_order:.6f} hartree")
print(f"G^1(3s,3p), coefficient {coefficient(0, 1, 1)}: {G1:.6f} hartree")

# ---------- a subshell with one component missing ----------


def p_vector(coef, component):
    vector = np.zeros(mol.nao)
    vector[index[1][:, component]] = coef
    return vector


c2p, c3p = shells[0, "2p"]["coef"], shells[0, "3p"]["coef"]
dm_open = sum(np.outer(p_vector(c2p, c), p_vector(c2p, c)) for c in (0, 1))
K_full = exchange_matrix(shells[0, "2p"]["dm"])
K_open = exchange_matrix(dm_open)
full, opened = [[p_vector(c3p, c) @ K @ p_vector(c3p, c) for c in range(3)]
                for K in (K_full, K_open)]
assert max(full) - min(full) < 1e-6
assert abs(full[0] - shell_sum["2p"]) < 1e-6
assert max(opened) - min(opened) > 1e-3
print("Exchange of alpha 3p_x, 3p_y, 3p_z with alpha 2p (hartree):")
print("  full 2p:       " + ", ".join(f"{v:.6f}" for v in full))
print("  2p_z removed:  " + ", ".join(f"{v:.6f}" for v in opened))
print("every check passed")
```

Output:

```
Phosphorus atom, quartet, UHF/cc-pVTZ
basis functions: 34; total energy: -340.716306 hartree
Coefficients (2l'+1)(l k l';000)^2 for a full p subshell (l'=1):
  l=0: k=1: 1
  l=1: k=0: 1, k=2: 2/5
  l=2: k=1: 2/5, k=3: 9/35
  l=3: k=2: 9/35, k=4: 4/21
largest angular quadrature error: 5.4e-15
Largest differences, Gaussian integrals vs radial formula:
  exchange 2.3e-12, direct 2.8e-12 hartree
nonspherical part of both Fock matrices: 2.7e-15 hartree
Exchange of an alpha 3p electron with the full alpha subshells:
  shell  k  coefficient  G^k (hartree)  product (hartree)
  1s     1    1/3        0.018876       0.006292
  2s     1    1/3        0.021308       0.007103
  2p     0      1        0.027195       0.027195
  2p     2    2/5        0.026730       0.010692
  3s     1    1/3        0.278392       0.092797
  3p     0      1        0.391249       0.391249
  3p     2    2/5        0.197269       0.078908
  sum for 2p: 0.037887; for 3p: 0.470157 hartree
one-electron part of alpha 3p: -7.195682 hartree
direct part, all 15 electrons: 7.418559 hartree
exchange part, subtracted: 0.614236 hartree = 16.7142 eV
orbital energy from these parts: -0.391359 hartree = -10.6494 eV
orbital energy from the SCF: -0.391359 hartree
3s energies: alpha -0.835379, beta -0.555838 hartree
3s splitting: 0.279541 hartree = 7.6067 eV
beta minus alpha Fock element in alpha 3s: 0.280045 hartree
G^1(3s,3p), coefficient 1: 0.278392 hartree
Exchange of alpha 3p_x, 3p_y, 3p_z with alpha 2p (hartree):
  full 2p:       0.037887, 0.037887, 0.037887
  2p_z removed:  0.034679, 0.034679, 0.006415
every check passed
```
